# Knudsen diffusion in a long cylindrical pore with diffuse walls

**Q.** You speak of a diffusivity for a gas so thin that its molecules never meet. Diffusion comes from collisions. What is there to diffuse?

**A.** The molecules collide with the wall. Take a straight circular pore of radius $a$, diameter $d=2a$ and length $L\gg d$, with its axis along $z$. I assume that molecules do not meet one another. Each one that hits the wall leaves it in a random direction, with a thermal speed at the wall temperature $T$ and no memory of its arrival. None is lost. If the density $n$, counted per pore volume, varies slowly along the pore, the flux averaged over the cross-section should obey

$$J=-D\,\frac{dn}{dz},$$

and my claim is that $D=d\bar v/3$, where $\bar v$ is the mean thermal speed.

**Q.** "A random direction" is vague. Which distribution?

**A.** The one that keeps a gas in equilibrium. A gas of density $n$ has directions spread evenly over $4\pi$, so the number striking unit wall area per unit time is

$$\frac{n\bar v}{4\pi}\int_0^{2\pi}\!d\beta\int_0^{\pi/2}\cos\alpha\,\sin\alpha\,d\alpha=\frac{n\bar v}{4},$$

with $\alpha$ the angle to the wall normal. The wall must return the same number with the same weight $\cos\alpha$ per solid angle. That is the cosine law.

The mean speed follows from the Maxwell distribution. With $v=x\sqrt{2kT/m}$,

$$\bar v=\sqrt{\frac{2kT}{m}}\;\frac{\int_0^\infty x^3e^{-x^2}dx}{\int_0^\infty x^2e^{-x^2}dx}=\sqrt{\frac{2kT}{m}}\;\frac{1/2}{\sqrt\pi/4}=\sqrt{\frac{8kT}{\pi m}} .$$

Out of equilibrium I label the emission at height $z$ by a wall density $n_w(z)$, such that the emitted flux is $n_w\bar v/4$.

**Q.** And you will now assume that $n_w$ is linear in $z$, because it suits you.

**A.** It has to satisfy a balance: each piece of wall emits what it receives. Let $p(x)$ be the probability density of the axial advance $x$ in one flight. It is even in $x$. For $n_w=A+Bz$ the wall at $z$ receives, in the same units,

$$\int p(x)\,[A+B(z-x)]\,dx=A+Bz .$$

The term in $x$ vanishes by symmetry, provided the first moment converges; the tail of $p$, found below, allows it. So a linear profile is self-consistent far from the ends.

The gas density is then $n_w(z)$ too, at every point of the section. Along a ray without collisions the distribution keeps its value, so a molecule travelling at angle $\theta$ to the axis carries the density of the point where it left the wall, a distance $s$ back:

$$n=\frac1{4\pi}\int d\Omega\;n_w(z-s\cos\theta)=n_w(z).$$

The linear part cancels because $s$ is the same for $\theta$ and $\pi-\theta$.

**Q.** Then show me the flux, with its factors.

**A.** Each direction contributes its axial velocity:

$$J(r)=\frac{\bar v}{4\pi}\int d\Omega\,\cos\theta\left[n(z)-s\cos\theta\,\frac{dn}{dz}\right].$$

The first term integrates to zero. In the second, let $\rho$ be the distance back to the wall as seen in the cross-section, so $s=\rho/\sin\theta$. With $d\Omega=\sin\theta\,d\theta\,d\phi$ the sines cancel, and $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$. Hence

$$J(r)=-D(r)\frac{dn}{dz},\qquad D(r)=\frac{\bar v}{8}\int_0^{2\pi}\rho\,d\phi .$$

On the axis $\rho=a$, so $D(0)=\pi a\bar v/4=\pi d\bar v/8\approx0.393\,d\bar v$. At the wall $\rho=2a\cos\phi$ over half the directions and zero over the rest. The integral is $4a$, and $D(a)=d\bar v/4$. The density is uniform over the section, but the flux is not.

**Q.** Neither value is one third.

**A.** The average over the section is. Fix $\phi$ and cut the disc into parallel chords at offset $b$, each of length $c=2\sqrt{a^2-b^2}$. Along a chord $\rho$ runs from $0$ to $c$, which contributes $c^2/2$. So

$$\int dA\int d\phi\,\rho=2\pi\int_{-a}^{a}2(a^2-b^2)\,db=2\pi\cdot\frac{8a^3}{3}=\frac{16\pi a^3}{3}.$$

Dividing by the area $\pi a^2$ gives $16a/3$, and

$$D=\frac{\bar v}{8}\cdot\frac{16a}{3}=\frac{2a\bar v}{3}=\frac{d\bar v}{3}.$$

Direct quadrature of the flux integral gives $0.333333\,d\bar v$. At fixed pore size $D$ grows as $\sqrt{T/m}$ and does not depend on pressure.

**Q.** This is the gas formula $\lambda\bar v/3$ with the free path $\lambda$ replaced by $d$. Why the long calculation?

**A.** Because that replacement needs a reason, and it can fail for other shapes. Follow one molecule. Let it leave the wall at angle $\theta$ to the axis, with $\phi$ measured around the axis from the inward normal. The cosine to the normal is $\sin\theta\cos\phi$, so the probability of a direction is

$$\frac1\pi\sin^2\theta\cos\phi\;d\theta\,d\phi,\qquad 0<\theta<\pi,\quad |\phi|<\frac{\pi}{2}.$$

The flight covers $d\cos\phi$ in the cross-section, so its length is $s=d\cos\phi/\sin\theta$ and its axial advance is $x=d\cos\phi\cot\theta$. Then

$$\langle s\rangle=\frac d\pi\int\sin\theta\,d\theta\int\cos^2\phi\,d\phi=\frac d\pi\cdot2\cdot\frac\pi2=d,$$

$$\langle x^2\rangle=\frac{d^2}\pi\int\cos^2\theta\,d\theta\int\cos^3\phi\,d\phi=\frac{d^2}\pi\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$

Emitted speeds carry an extra factor $v$, since fast molecules cross a surface more often. Hence $\langle1/v\rangle=\int v^2e^{-mv^2/2kT}dv\big/\int v^3e^{-mv^2/2kT}dv=1/\bar v$, and the mean flight time is $d/\bar v$. The steps are independent with zero mean, so at long times

$$D=\frac{\langle x^2\rangle}{2\langle t\rangle}=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.$$

In a gas with exponentially distributed free paths of mean $\lambda$ in even directions, $\langle x^2\rangle=2\lambda^2\cdot\frac13$. The circular pore has the same second moment with $\lambda=d$, though its distribution of paths is different.

**Q.** Give me a shape where the shortcut fails.

**A.** A square pore of side $w$. The mean flight length follows from counting: per unit length, a section of area $A$ and perimeter $P$ holds $nA$ molecules, and this equals the emission rate $Pn\bar v/4$ times the flight time $\langle s\rangle/\bar v$. So $\langle s\rangle=4A/P=w$, and the shortcut predicts $w\bar v/3$.

Now the real average. For $0<\phi<\pi/4$ the parallel chords have length $w/\cos\phi$ over a width $w(\cos\phi-\sin\phi)$. On each side they fall linearly to zero over a width $w\sin\phi$. Since the square of a linear ramp averages to one third,

$$\int c^2\,db=\frac{w^3}{\cos^2\phi}\left[\cos\phi-\sin\phi+\tfrac23\sin\phi\right]=w^3\left[\frac1{\cos\phi}-\frac{\sin\phi}{3\cos^2\phi}\right].$$

Halve this, integrate over $\phi$, multiply by eight equal sectors, divide by $w^2$ and multiply by $\bar v/8$:

$$D_{\rm square}=\frac{w\bar v}{2}\left[\ln(1+\sqrt2)-\frac{\sqrt2-1}{3}\right]\approx0.3717\,w\bar v .$$

This is 11.5 percent above the shortcut.

**Q.** Your pore is still endless. A real one has two openings.

**A.** Then I need the step law itself. Put $X=|x|/d$. At fixed $\phi$, set $y=\cot\theta=X/\cos\phi$, so that $\sin^2\theta\,d\theta$ becomes $dy/(1+y^2)^2$ in magnitude. This gives

$$p(X)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\phi}{(\cos^2\phi+X^2)^2}\,d\phi .$$

Write the fraction as $1-2X^2/(\cos^2\phi+X^2)+X^4/(\cos^2\phi+X^2)^2$. With $q=X^2$ and $t=\tan\phi$,

$$\int\frac{d\phi}{\cos^2\phi+q}=\int_{-\infty}^{\infty}\frac{dt}{1+q+qt^2}=\frac{\pi}{\sqrt{q(q+1)}},$$

and minus its derivative in $q$ supplies the last integral, $\pi(2q+1)/[2(q^2+q)^{3/2}]$. Collecting terms,

$$p(X)=1-\frac{X(2X^2+3)}{2(X^2+1)^{3/2}} .$$

The chance to advance more than $X$ diameters to one given side is

$$G(X)=\int_X^\infty p\,dX'=\frac{X^2+\frac12}{\sqrt{X^2+1}}-X,$$

as differentiation confirms. For large $X$, $G\approx1/(8X^3)$ and $p\approx3/(8X^4)$, so the first and second moments do converge.

**Q.** And the molecules that come in through the opening?

**A.** Equilibrium fixes them. A wall strip of width $d\,dX$ has $4\,dX$ times the area of the opening and sends a fraction $G(X)$ of its emission out through it. In equilibrium the reverse traffic is equal, so an entering molecule first hits that strip with probability $4G\,dX$. The chance $F$ of flying a length $X$ without touching the wall obeys $F'=-4G$ and $F(0)=1$, hence

$$F(X)=\left(\sqrt{X^2+1}-X\right)^2 .$$

Let gas enter at one end only, let $\nu$ be the wall emission in units of the entering flux, and let $l=L/d$. The balance and the transmission probability are

$$\nu(X)=G(X)+\int_0^l p(|X-X'|)\,\nu(X')\,dX',$$

$$W=F(l)+4\int_0^l G(l-X)\,\nu(X)\,dX .$$

For a long pore, diffusion predicts a flux $Dn_0/L$ out of an entering $n_0\bar v/4$, so $W\to4d/(3L)$.

**Q.** Does it?

**A.** Slowly. I solved the balance with $\nu$ constant on cells of width $d/32$. "Local" below means the flux divided by the mid-pore density slope, relative to $d\bar v/3$.

| $L/d$ | local | $W/(4d/3L)$ |
|---|---|---|
| 50 | 0.9860 | 0.9481 |
| 100 | 0.9929 | 0.9711 |
| 200 | 0.9965 | 0.9842 |
| 400 | 0.9984 | 0.9915 |

As a test on a short pore, tracing 200,000 molecules in three dimensions at $L/d=5$ gave $W=0.1913\pm0.0009$, against $0.1909$ from the balance.

The local shortfall can be estimated. The flux through the middle section is $4\int_0^\infty G(X)[\nu(-X)-\nu(X)]dX$, with $X$ now counted from the middle. For a slope of size $\kappa$ the bracket is $2\kappa X$. Integration by parts gives $\int_0^\infty XG\,dX=\frac12\int_0^\infty X^2p\,dX=\frac16$, so the flux is $4\kappa/3$, which is the long-pore law again. In a finite pore the source stops changing beyond $X=l/2$. Ignoring the density jumps at the ends, the loss is

$$8\kappa\int_{l/2}^\infty\left(X-\frac l2\right)\frac{dX}{8X^3}=\kappa\left(\frac2l-\frac1l\right)=\frac{\kappa}{l},$$

a fraction $3d/(4L)$ of the flux. At $L/d=50$ this is 0.015, against 0.014 in the table. The rest of the shortfall in $W$ lies in the profile: $0.9481/0.9860=0.962$, so the mid-pore slope is about 4 percent smaller than $n_0/L$.

Cells of width $hd$ have an error of their own. They replace $X^2$ by straight lines between cell centres, a mean excess of $h^2/6$ on a second moment of $2/3$, or $h^2/4$ relative. For the table, with $h=1/32$, that is about 0.00024, so the entries are two to three units of the last digit too high. At $L/d=400$, going from $h=1/32$ to $h=1/4$ should raise the local value by 0.0154, and it does.

**Q.** Suppose the wall is partly a mirror.

**A.** Let a fraction $f$ of the hits be diffuse and the rest specular. A mirror reflection in a circular pore keeps the axial velocity and the length of the chord in the section, so the next axial step repeats the last one. A run of $N$ equal steps has probability $f(1-f)^{N-1}$, with $\langle N\rangle=1/f$ and $\langle N^2\rangle=(2-f)/f^2$. The mean square advance gains a factor $\langle N^2\rangle$ and the time a factor $\langle N\rangle$, so $D$ is multiplied by $(2-f)/f$. For $f=0.9$ that is 1.22. This needs a pore much longer than $d(2-f)/f$. As $f\to0$ that condition fails in any finite pore, and diffusion is no longer the right description.

**Q.** Now put numbers in. Where would anyone need this?

**A.** In a porous organosilicate low-k film exposed to an oxygen plasma that strips resist. Rough typical values are $d=2.0$ nm, $L=100$ nm, $T=400$ K and a total pressure of 1 Torr, of which I give oxygen atoms 0.010 Torr. The mean speed is 727.6 m/s, so

$$D=\frac{(2.0\times10^{-9}\,{\rm m})(727.6\,{\rm m/s})}{3}=4.85\times10^{-7}\,{\rm m^2/s}=4.85\times10^{-3}\,{\rm cm^2/s}.$$

The inlet density $p/kT$ is $2.41\times10^{14}$ cm$^{-3}$. With an empty outlet, the long-pore flux is

$$\frac{Dn_0}{L}=\frac{(4.85\times10^{-3})(2.41\times10^{14})}{1.0\times10^{-5}}\approx1.17\times10^{17}\ {\rm cm^{-2}\,s^{-1}} .$$

Through one pore of area $\pi d^2/4$ that is about 3680 atoms per second, or 3490 with the finite length included. The pore holds on average $n_0AL/2=3.8\times10^{-5}$ atoms. It is almost always empty, and $n$ is an average over many pores or long times. The diffusion time $L^2/(2D)$ is 10.3 ns.

**Q.** Oxygen atoms react. You said that none is lost.

**A.** That assumption can matter a great deal inside this pore, depending on the loss per hit. Let each hit remove an atom with probability $g$. There are $n\bar v/4$ hits per wall area and $4/d$ of wall area per volume, so

$$D\frac{d^2n}{dz^2}=\frac{g\bar v}{d}\,n,\qquad \ell=\sqrt{\frac{Dd}{g\bar v}}=\frac{d}{\sqrt{3g}}$$

for small $g$. With a chosen $g=10^{-3}$, $\ell=36.5$ nm; the curvature of the solved mid-pore profile gives 36.2 nm. With $n=n_0$ at the inlet and zero at the outlet, the profile is $n_0\sinh[(L-z)/\ell]/\sinh(L/\ell)$. Its outlet flux, divided by $n_0\bar v/4$, is

$$W=\frac{4d}{3\ell\sinh(L/\ell)}=0.0095 .$$

The full balance gives 0.0085, about a third of the lossless value. The diffusion estimate is 12 percent higher than the full balance, mainly because it fixes the reservoir densities right at the openings. The lossless mid-pore slope was 0.962 of $n_0/L$, and $50/52=0.962$: extrapolated, the profile of this pore reaches the reservoir values about one diameter outside each end. That distance is not fixed: it grows slowly with length, to about $1.4\,d$ at $L/d=400$. When $\ell$ is well below $L$ and long flights carry little of the flux, as here, two such end layers divide the flux by roughly $(1+d/\ell)^2=1.11$. At much smaller loss this factor tends to 1, while the true ratio tends to the lossless $1/0.948=1.055$. At larger loss the estimate also fails, already at $g=3\times10^{-3}$, where it gives 1.20 against 1.08 from the balance; for $g=10^{-2}$ rare long flights carry most of the outlet flux, and it exceeds the diffusion value.

**Q.** Atoms have a size, and they stick.

**A.** Take a hard-sphere diameter of 0.30 nm. The atom's centre then moves in a pore of 1.70 nm, and $D$ is multiplied by 0.85. At fixed inlet density the flow per pore scales as the cube of the diameter and is multiplied by 0.61. With the same diameter for all gas molecules, the mean free path at 1 Torr is about 104 µm, so gas collisions are negligible: about two per $10^5$ flights.

Sticking without reaction leaves the steady gas-phase flux unchanged if the attraction acts only right at the wall, because each piece of wall still emits what it receives. In a pore this narrow the attraction can reach over a good part of the radius. It then bends the flights and holds atoms near the wall, so the flux can change, by an amount this model does not give. The estimates below assume a short range. Sticking does slow transients. For an illustrative binding energy of 0.10 eV and an attempt time of 0.1 ps, the stay is $0.1\,{\rm ps}\times e^{0.10\,{\rm eV}/kT}=1.82$ ps. A flight in the full 2.0 nm pore takes 2.75 ps on average, so the transient diffusivity is multiplied by $2.75/(2.75+1.82)=0.60$.

If bound atoms also hop 0.30 nm over a barrier of 0.05 eV at the same attempt rate, their surface diffusivity is the hop length squared times the hop rate over four. Weighted by the ratio of bound to flying atoms, $1.82/2.75$, this adds 7 percent to the flux. That figure is rough, since the barrier is only about $1.5\,kT$. Both estimates use the full 2.0 nm; with the narrower path of 1.70 nm, the transient factor falls to 0.56 and the hops add 10 percent.

**Q.** And is a real film a bundle of straight tubes?

**A.** No, and with rough values this lowers the film-level diffusivity tenfold. Suppose that straight pores fill a fraction 0.30 of the volume and point in all directions. A pore at angle $\chi$ to the film normal feels the gradient reduced by $\cos\chi$, and its flux counts towards the normal with another $\cos\chi$. The average of $\cos^2\chi$ is $1/3$. The film diffusivity, per film area, is then $0.30/3=0.10$ of the pore value, about $4.9\times10^{-4}$ cm$^2$/s.

Real low-k pores are irregular cavities joined by necks, so even $L\gg d$ fails locally, and I cannot size that from this model. The loss probability is also uncertain: oxygen atoms attack the methyl groups of the film, so $g$ changes as the wall does. Ten times the loss divides $\ell$ by $\sqrt{10}$, giving about 12 nm, though a few atoms on long flights still reach much deeper. The value $d\bar v/3$ is a sound starting scale for one straight circular pore with diffuse walls and only short-ranged attraction; predicting the depth of plasma damage also needs the wall chemistry and the pore network. The numerical output below lists the values used here.

## Numbers as computed

```
TESTS (lengths in d, diffusivities in d*vbar)
D from flux integral: 0.333333; from random walk: 0.333333
local D on axis: 0.3927; at wall: 0.2500
mean flight length: 1.000000 d; <x^2>: 0.666667 d^2
W at L/d=5, traced: 0.1913 +- 0.0009; solved: 0.1909
L/d=50: W=0.025283, local D/(d vbar/3)=0.9860, W/(4d/3L)=0.9481
L/d=100: W=0.012948, local D/(d vbar/3)=0.9929, W/(4d/3L)=0.9711
L/d=200: W=0.006561, local D/(d vbar/3)=0.9965, W/(4d/3L)=0.9842
L/d=400: W=0.003305, local D/(d vbar/3)=0.9984, W/(4d/3L)=0.9915
excess of D with cells of 0.25 d at L/d=400: 0.0154; h^2/4 law: 0.0154
square pore D/(w vbar): summed 0.3717, formula 0.3717
square pore D over (mean chord*vbar/3): 1.1150
EXAMPLE INPUTS (rough typical values)
pore diameter: 2.0 nm; length: 100 nm; T: 400 K
oxygen atom mass: 15.999 u
total pressure: 1.0 Torr; atoms: 0.010 Torr
EXAMPLE RESULTS
mean speed: 727.6 m/s
D = d vbar/3: 4.8504e-03 cm^2/s = 4.8504e-07 m^2/s
atom density at inlet: 2.414e+14 cm^-3
long-pore flux, empty outlet: 1.171e+17 cm^-2 s^-1
atoms passed per pore: long-pore 3679 s^-1, finite-length 3487 s^-1
mean number of atoms in pore: 3.79e-05
diffusion time L^2/(2D): 10.31 ns
NEGLECTED EFFECTS
finite length: W=0.025278, ratio to 4d/3L=0.9479
relative shift of W, 1600 to 3200 cells: -1.8e-04
gas mean free path: 103.6 um; d/path: 1.9e-05
atom diameter 0.30 nm: D factor 0.850, pore flow factor 0.614
diffuse fraction 0.9: D factor 1.222
wall loss 1e-03 per hit: decay length 36.5 nm, solved 36.2 nm
W with loss: solved 0.00848, diffusion 0.00948, solved/lossless 0.335
binding 0.10 eV, attempt time 0.1 ps
flight time: 2.75 ps; stay on wall: 1.82 ps
transient D factor from stays: 0.602
surface hops 0.30 nm over 0.05 eV: added flux/gas flux 0.072
film porosity 0.30, random pore directions 0.3333: film factor 0.100
```
